# Sharvin correction of the mixing conductance at a diffusive contact

A normal metal N touches a ferromagnet F, whose spin direction is the unit vector \(\mathbf m\). Spin in N that is transverse to \(\mathbf m\) is partly absorbed at the contact. The contact alone is described by its reflection amplitudes. A diffusion calculation in N, however, uses the spin accumulation beside the contact, and this accumulation is itself changed by the current. The problem is to find the conductance that belongs in the diffusion calculation.

Atomic units (\(\hbar=e=m_e=1\)) are used in the algebra. N is a free-electron metal with Fermi wave number \(k_F\) and no spin splitting. F is thicker than its transverse coherence length, so transverse spin that enters F does not return. Response is linear, and amplitudes are taken at the Fermi energy.

## (a) Channels and transverse reflection

**Count the channels per spin in N. For an electron reflected with amplitudes \(r^\uparrow_{nm}\), \(r^\downarrow_{nm}\) (from channel \(m\) to \(n\), spin along \(\pm\mathbf m\)), find the transverse spin current into F when all channels arrive equally polarized.**

*Solution.* In a cross-section \(A\), each parallel wave vector occupies an area \((2\pi)^2/A\) of the plane. The propagating ones fill a disc of radius \(k_F\), so

\[
M=\frac{\pi k_F^2}{(2\pi)^2/A},\qquad g_{\rm Sh}\equiv\frac MA=\frac{k_F^2}{4\pi}.
\]

\(M\) is the single-spin Sharvin conductance in units of \(e^2/h\).

A spin accumulation \(\mathbf v\) (the difference of chemical potentials, with its direction) is the matrix \(\tfrac12\mathbf v\cdot\boldsymbol\sigma\). With \(\mathbf m\) as third axis, its upper right element is \(\tfrac12(v_1-iv_2)\). A transverse vector is therefore written as the complex number \(v=v_1-iv_2\).

Reflection turns the spin matrix \(f\) into \(rfr^\dagger\), where \(r\) is diagonal in spin. Scattering in N is assumed to have removed phase relations between different incoming channels, so the upper right element obeys

\[
f_{{\rm out},n}=\sum_m r^\uparrow_{nm}r^{\downarrow *}_{nm}\,f_{{\rm in},m}.
\]

Let all incoming values equal \(f_{\rm in}\), and let \(f_{\rm out}\) be the mean outgoing value. Define

\[
g=\sum_{nm}\left(\delta_{nm}-r^\uparrow_{nm}r^{\downarrow *}_{nm}\right).
\]

Since \(\sum_{nm}\delta_{nm}=M\), summing over \(n\) gives \(Mf_{\rm out}=(M-g)f_{\rm in}\). The current into F is incoming minus outgoing:

\[
I=M(f_{\rm in}-f_{\rm out})=g\,f_{\rm in}.
\]

The physical spin current is \(I/4\pi\): each channel carries \(1/2\pi\) per unit energy, and \({\rm tr}[\tfrac12\sigma_a\,\tfrac12\mathbf v\cdot\boldsymbol\sigma]=v_a/2\).

The quantity \(g\) is the bare mixing conductance. It multiplies the accumulation of the arriving electrons.

## (b) The local accumulation

**In a diffusion equation the accumulation \(s\) counts electrons moving both ways. Find the ratio \(\tilde g=I/s\) beside the contact.**

*Solution.* With both halves of the distribution uniform over channels,

\[
s=\tfrac12(f_{\rm in}+f_{\rm out})
=f_{\rm in}-\tfrac12(f_{\rm in}-f_{\rm out})
=f_{\rm in}-\frac{I}{2M}.
\]

Insert \(f_{\rm in}=s+I/2M\) into \(I=gf_{\rm in}\):

\[
I\left(1-\frac{g}{2M}\right)=g\,s .
\]

Dividing by \(s\) and inverting gives

\[
\boxed{\;\frac1{\tilde g}=\frac1g-\frac1{2M}\;}
\]

The inverse mixing conductance falls by half the inverse single-spin Sharvin conductance. The relation is complex, and the subtracted term is real.

With the mean reflection factor \(\rho=1-g/M\), the same result reads

\[
\tilde g=\frac{g}{1-g/2M}=\frac{M(1-\rho)}{(1+\rho)/2}=2M\,\frac{1-\rho}{1+\rho}.
\]

Three cases show its meaning.

- **Weak contact**, \(|g|\ll M\): \(\tilde g\approx g(1+g/2M)\). The correction is small because the current hardly disturbs the distribution.
- **Full absorption**, \(\rho=0\): \(g=M\) but \(\tilde g=2M\). No electron returns polarized, so \(s\) is half of \(f_{\rm in}\).
- **Pure rotation**, \(\rho=e^{i\varphi}\): \(\tilde g=-2iM\tan(\varphi/2)\). Each reflection turns the spin about \(\mathbf m\) without shortening it. This needs the same angle in every channel; unequal angles give \(|\rho|<1\) even when every channel reflects totally. The real part of \(\tilde g\), which measures the shortening of the channel-averaged spin, vanishes, although \({\rm Re}\,g=M(1-\cos\varphi)\) does not.

In general \({\rm Re}\,\tilde g=2M(1-|\rho|^2)/|1+\rho|^2\). This is not negative, because probability conservation gives \(|\rho|\le1\).

## (c) A precessing magnet

**Let \(\dot{\mathbf m}=\boldsymbol\omega\times\mathbf m\), slowly compared with the exchange splitting. Does the pumped current carry the same correction?**

*Solution.* Go to the frame that turns with \(\mathbf m\). The Hamiltonian there gains \(-\tfrac12\boldsymbol\omega\cdot\boldsymbol\sigma\). An electron in N with laboratory energy \(\varepsilon\) and spin \(\pm\) along \(\boldsymbol\omega\) has energy \(\varepsilon\mp\omega/2\) in the new frame, but keeps its occupation. Unpolarized N thus appears to have the accumulation \(-\boldsymbol\omega\).

The component along \(\mathbf m\) drives no current, because electrons in F that follow the instantaneous levels acquire the same shift. The transverse component acts on a static magnet, so part (a) applies. Its size is

\[
\mathbf p=\boldsymbol\omega-\mathbf m(\mathbf m\cdot\boldsymbol\omega)
=\mathbf m\times(\boldsymbol\omega\times\mathbf m)=\mathbf m\times\dot{\mathbf m}.
\]

Hence the current into F is

\[
I=g(f_{\rm in}-p).
\]

Substituting \(f_{\rm in}=s+I/2M\) gives \(I(1-g/2M)=g(s-p)\), or

\[
I=\tilde g\,(s-p).
\]

Pumping and backflow therefore share one corrected conductance. Correcting one of them alone would give a current even at \(s=p\), where N and F are in balance in the turning frame.

To recover vectors, note that \(\mathbf m\times\mathbf v=-v_2\mathbf e_1+v_1\mathbf e_2\) corresponds to \(-v_2-iv_1=-iv\). Also \(\mathbf m\times\mathbf p=-\dot{\mathbf m}\), so \(\dot{\mathbf m}\) corresponds to \(+ip\). Writing \(g=g_r+ig_i\), the current emitted into N at \(f_{\rm in}=0\) is

\[
\mathbf I_{\rm pump}=\frac1{4\pi}\left(g_r\,\mathbf m\times\dot{\mathbf m}+g_i\,\dot{\mathbf m}\right).
\]

This law was tested without the turning frame, by summing the energy quanta in the harmonics of the time-dependent scattering matrix. For twelve channels of the step model in part (e), cone angle 0.7 rad, \(\omega=1\) and three eighths of a turn, both routes give \((0.381,-0.109,0.292)\).

## (d) Diffusion and the series law

**Two equal, nearly parallel magnets enclose N of thickness \(d\) and mean free path \(l\). One precesses with a small angle and the other is static. Find the total conductance \(g_{\rm tot}=I/p\) per area, neglecting spin flips in N. Then let \(d\to0\).**

*Solution.* Let \(c=|\cos\theta|\) for motion at angle \(\theta\) to the normal. Far from the contacts, isotropic scattering gives \(f=s-l\cos\theta\,s'\), with \(s'\) constant. This satisfies the Boltzmann equation \(\cos\theta\,\partial_xf=-(f-s)/l\), since both sides equal \(\cos\theta\,s'\).

Because \(k_\parallel^2=k_F^2(1-c^2)\), the fraction of channels in \(dc\) is \(2c\,dc\). The current along \(x\) is

\[
I=g_{\rm Sh}\int_0^1 2c\,dc\,[f(c)-f(-c)]
=-4g_{\rm Sh}l\,s'\int_0^1c^2dc=-\tfrac43g_{\rm Sh}l\,s'.
\]

The layer thus has spin resistance \(R=3d/(4g_{\rm Sh}l)\). From here on \(g\) and \(\tilde g\) are also per area, with \(M\) replaced by \(g_{\rm Sh}\). The current from the precessing magnet through N to the static one obeys

\[
I=\tilde g(p-s_0),\qquad s_0-s_d=RI,\qquad I=\tilde g\,s_d .
\]

Adding the three drops, \(p=I/\tilde g+RI+I/\tilde g\), so

\[
\frac1{g_{\rm tot}}=\frac2{\tilde g}+\frac{3d}{4g_{\rm Sh}l}.
\]

For \(d\to0\), keep the assumption of uniform, phase-free channels and follow the two directions of motion. Let \(a\) move towards the static magnet and \(b\) back. Then

\[
a=\rho b+(1-\rho)p,\qquad b=\rho a .
\]

Eliminating \(b\) gives \(a(1-\rho^2)=(1-\rho)p\), so \(a=p/(1+\rho)\). The current is

\[
I=g_{\rm Sh}(a-b)=g_{\rm Sh}\frac{1-\rho}{1+\rho}\,p=\frac{\tilde g}{2}\,p,
\]

in agreement with the series law. For \(\rho=0\) the resistance is \(1/g_{\rm Sh}\), the Sharvin resistance counted once. Two bare contacts would give \(2/g_{\rm Sh}\). The correction removes this double counting, half at each contact.

**A coherent test.** This test checks that interference between repeated reflections averages out. It does not test uniformity: scatterers that mix all channels randomly feed them equally by construction, and \(s\) is taken as the channel mean \(\tfrac12(f_{\rm in}+f_{\rm out})\). Whether bulk scattering feeds the channels equally is examined in part (f). Take a wire of 40 channels with four scatterers, each reflecting with probability 0.4 and mixing all channels randomly, and end it on F. Solving for the full wave amplitudes and averaging 200 samples gives \(f_{\rm in}\) and \(f_{\rm out}\). In units of \(e^2/h\), the ratio \(I/s\) is \(40.1-29.6i\). The corrected formula gives \(40.1-29.5i\), while the bare value is \(29.8-12.3i\).

## (e) An aluminium spin valve

**Apply the result to permalloy|Al|permalloy with 50 nm of Al and \(l=10\) nm. Model F by potential steps that leave kinetic energies of 8 eV (up) and 2 eV (down). Find the damping added to the precessing layer, which is 5 nm thick with magnetization \(M_s=8.0\times10^5\) A/m.**

*Solution.* The Al lengths and \(M_s\) are rough typical values; the two energies are round model parameters. A lattice constant of 0.405 nm with three free electrons per atom gives \(k_F=17.49\) nm\(^{-1}\) and

\[
g_{\rm Sh}=\frac{(17.49)^2}{4\pi}=24.34\ {\rm nm}^{-2}.
\]

At a flat step the parallel wave vector is conserved. Let \(k\) and \(q_\sigma\) be the normal wave numbers in N and F. Matching the wave gives \(1+r^\sigma=t^\sigma\), and matching its slope gives \(k(1-r^\sigma)=q_\sigma t^\sigma\). Eliminating \(t^\sigma\),

\[
r^\sigma=\frac{k-q_\sigma}{k+q_\sigma},
\]

with \(q_\sigma\) positive imaginary when the wave decays in F. Channels are uniform in \(u=k_\parallel^2/k_F^2\), so

\[
g=g_{\rm Sh}\int_0^1du\,\left(1-r^\uparrow r^{\downarrow *}\right)=18.08-7.45i\ {\rm nm}^{-2}.
\]

The correction is then

\[
\frac1{\tilde g}=(0.04729+0.01949i)-0.02054=0.02675+0.01949i\ {\rm nm}^2,
\]

which gives \(\tilde g=24.4-17.8i\) nm\(^{-2}\). The real part rises by 35 %. As an areal resistance, the subtracted term is 0.53 fΩ m².

The Al layer has \(R=3(50)/[4(24.34)(10)]=0.1541\) nm². Therefore

\[
\frac1{g_{\rm tot}}=2(0.02675+0.01949i)+0.1541=0.2076+0.0390i\ {\rm nm}^2,
\]

and \(g_{\rm tot}=4.65-0.87i\) nm\(^{-2}\). Bare contacts would give \(3.93-0.62i\) nm\(^{-2}\).

For the damping, let \(\gamma>0\) be the gyromagnetic ratio and \(d_F\) the thickness of the precessing layer. Its spin per area is \((M_sd_F/\gamma)\mathbf m\). Restoring \(\hbar\), it loses spin at the rate \((\hbar/4\pi)\,{\rm Re}\,g_{\rm tot}\,\mathbf m\times\dot{\mathbf m}\), apart from the part along \(\dot{\mathbf m}\), which to leading order shifts the frequency. Dividing by \(M_sd_F/\gamma\) gives a term \(-\alpha\,\mathbf m\times\dot{\mathbf m}\) in \(\dot{\mathbf m}\). With \(\gamma\hbar=2\mu_B\),

\[
\alpha=\frac{2\mu_B\,{\rm Re}\,g_{\rm tot}}{4\pi M_sd_F}
=\frac{2\mu_B(4.65\times10^{18}\,{\rm m}^{-2})}{4\pi(8.0\times10^5\,{\rm A/m})(5\times10^{-9}\,{\rm m})}
=1.7\times10^{-3}.
\]

Bare contacts would give \(1.4\times10^{-3}\). A g factor near 2.1, typical of permalloy, would raise every damping value here by 5 % and leave their ratios unchanged. The correction raises the damping by 19 %, less than it raises \({\rm Re}\,\tilde g\), because the Al layer supplies most of the resistance.

## (f) How good is the uniform distribution?

**Scattering in a bulk metal does not feed all angles equally next to a contact. Estimate the error for full absorption and for the valve.**

*Solution.* For \(\rho=0\), \(s=I/2g_{\rm Sh}\) at the contact. The slope has magnitude \(|s'|=3I/(4g_{\rm Sh}l)\), so \(s\) extrapolates to zero at a distance

\[
\frac{s}{|s'|}=\frac{1}{2g_{\rm Sh}}\cdot\frac{4g_{\rm Sh}l}{3}=\frac{2l}{3}
\]

behind the contact. The angle-resolved Boltzmann equation with isotropic scattering gives \(0.7104\,l\). The uniform assumption is 6 % low.

For the flat step, \(\rho\) depends on angle, and the current is

\[
I=g_{\rm Sh}\int_0^12c\,dc\,[1-\rho(c)]\,f_{\rm in}(c).
\]

Two assumptions of part (b) now fail. If \(f_{\rm in}\) varies with \(c\), channels enter with unequal weights and \(g\) no longer describes the contact fully. Even for uniform \(f_{\rm in}\), the outgoing half \(\rho(c)f_{\rm in}\) is not uniform. Multiplying the Boltzmann equation by \(\cos\theta\) and integrating over angle shows that the \(c^2\) moment of \(f\) is linear in \(x\), so the accumulation extrapolated from the bulk is \(s=\tfrac32\int_0^1c^2\,dc\,[1+\rho(c)]f_{\rm in}(c)\). With uniform \(f_{\rm in}\) this gives \(I/s=27.4-18.5i\) nm\(^{-2}\). Solving the Boltzmann equation with this \(\rho(c)\) gives a contact conductance of \(29.35-17.40i\) nm\(^{-2}\), so the outgoing half accounts for more than half of the gap in the inverse conductance. The corrected real part, 24.4, is 17 % below the Boltzmann value; the bare one, 18.1, is 38 % below. The reduction of the inverse conductance is \((0.537+0.110i)/g_{\rm Sh}\), where the uniform theory has \(0.5/g_{\rm Sh}\). These values need an angular rule that resolves the kinks of \(\rho(c)\) at the two critical angles; the plain 32-point rule of the output below gives \(29.5-17.2i\), \(0.535+0.115i\) and, for the valve, \(4.79-0.69i\).

For the whole valve the Boltzmann result is \(4.79-0.70i\) nm\(^{-2}\), with \(\alpha=1.77\times10^{-3}\). Relative to it, the corrected damping is 3 % low and the bare one 18 % low. The imaginary part does not improve: \(-0.87\) is further from \(-0.70\) than the bare \(-0.62\). In series the inverse conductances add, and the uniform theory misses the imaginary part of the reduction.

## (g) The model beside a real device

**Which neglected effects matter for these numbers, and when should the correction be left out?**

*Solution.* With a rough spin diffusion length of 400 nm, spin flips in Al change \({\rm Re}\,g_{\rm tot}\) by 0.6 %. For a 10 GHz drive, spin precession in Al detuned from the drive by 10 GHz changes \(g_{\rm tot}\) by 0.9 %. With the field normal to the film, resonance needs 1.36 T, the detuning is 28 GHz and the change is 2.6 %; the real part, which sets the damping, moves by less than 0.2 % in both cases. The transverse coherence length in the model F is 0.43 nm, well below 5 nm. At 300 K the thermal energy is 0.2 % of the Fermi energy, and the drive quantum is \(7\times10^{-6}\) of the exchange splitting.

The chosen mean free path corresponds to an Al resistivity of 4.0 μΩ cm, plausible for a good film at room temperature and somewhat above the bulk value. This value and \(g_{\rm Sh}\) are free-electron results. In real Al the Fermi sphere crosses the (111) and (200) Bragg planes, and the gaps there remove channels. A nearly-free-electron model with \(V_{111}=0.018\) Ry and \(V_{200}=0.056\) Ry lowers \(g_{\rm Sh}\) by about 20 % along [111] and about 14 % along [001], so the subtracted term rises from 0.53 to roughly 0.61–0.66 fΩ m². The ratio \(|g_i|/g_r=0.41\) is a result of the step model and should not be carried over to a real contact. Real permalloy has d bands and alloy disorder, and real interfaces are rough, so the flat step is the assumption most clearly broken. Setting \(g_i=0\) at fixed \(g_r\) gives \(\tilde g=1/(0.05532-0.02054)=28.8\) nm\(^{-2}\) and \(g_{\rm tot}=4.47\) nm\(^{-2}\), which lowers the damping by 4 %. Spin flips at the interfaces are also left out, and their effect is not sized here. The second magnet must stay nearly static, by pinning or by detuning. A relative difference of resonance frequencies well above the added damping is enough for the damping of the free mode. If one microwave field drives both magnets, the difference must be well above the total damping, intrinsic plus added: with an intrinsic damping of 0.007 and a difference of ten times the added damping, the second magnet still moves with half the amplitude of the first. Two free magnets with equal resonance frequencies both pump, the current is \(g_{\rm tot}(p_1-p_2)\), and the added damping is zero for in-phase motion and \(3.4\times10^{-3}\) for antiphase motion.

A more disordered film makes the contacts matter less. With \(l=5\) nm and all else fixed, \(R\) doubles to 0.308 nm². The corrected damping falls to about \(1.0\times10^{-3}\), and the correction raises it by 11 % instead of 19 %. If the spin diffusion length falls in proportion to \(l\), to 200 nm, spin flips change \({\rm Re}\,g_{\rm tot}\) by about 2 % rather than 0.6 %.

The subtraction belongs with a bare \(g\) computed from reflection amplitudes and a local accumulation obtained from diffusion. It should be left out when the calculation already follows incoming and outgoing electrons separately, as in part (f), or when the conductance was extracted from data with the same diffusion model, since the fitted value is then already \(\tilde g\). The numerical output below lists the main values; those for \(g_i=0\) and the dampings for \(l=5\) nm follow from them by the formulas above. It does not list the uniform-\(f_{\rm in}\) and kink-resolved values of part (f), the values for the normal field, the 0.2 % bound, or the band-structure, common-drive and 200 nm estimates of this part.

## Computed values

```
Al lattice constant (rough): 0.405 nm
Al mean free path, thickness (rough): 10.0, 50.0 nm
Al spin diffusion length (rough): 400.0 nm
F kinetic energies up, down (model): 8.0, 2.0 eV
F magnetization (rough): 8.0e+05 A/m; thickness 5.0 nm
frequency 10 GHz; temperature 300 K
Fermi wave number of Al: 17.488 nm^-1
Fermi energy of Al: 11.652 eV
single-spin Sharvin conductance g_sh: 24.338 nm^-2
same from explicit mode count: 24.335 nm^-2
bare mixing conductance: 18.077 -7.449i nm^-2
corrected mixing conductance: 24.425 -17.795i nm^-2
ratio of real parts corrected/bare: 1.351
inverse bare: 0.04729+0.01949j nm^2
half inverse Sharvin: 0.02054 nm^2
inverse corrected: 0.02675+0.01949j nm^2
half inverse Sharvin as resistance: 0.5303 fOhm m^2
random wire: 40 channels, 4 scatterers, 200 samples
random wire, bare g: 29.761 -12.349i (e^2/h)
random wire, current/local accumulation: 40.149 -29.618i (e^2/h)
random wire, corrected formula: 40.133 -29.529i (e^2/h)
random wire, total measured: 10.314 -1.286i (e^2/h)
random wire, total from series law: 10.329 -1.289i (e^2/h)
pumped current, Floquet (omega=1): [ 0.3814  -0.10872  0.29191]
pumped current, mixing law (omega=1): [ 0.3814  -0.10872  0.29191]
extrapolation length, Boltzmann: 0.7104 mean free paths
extrapolation length, Hopf integral: 0.7104 mean free paths
extrapolation length, uniform input: 0.6667 mean free paths
contact conductance, Boltzmann: 29.476 -17.208i nm^-2
reduction times g_sh, Boltzmann (uniform theory 1/2): 0.535 +0.115i
Al resistivity from mean free path: 3.977 uOhm cm
Al layer spin resistance: 0.15408 nm^2
valve total, corrected: 4.654 -0.874i nm^-2
valve total, bare contacts: 3.925 -0.615i nm^-2
valve total, Boltzmann slab: 4.786 -0.691i nm^-2
added damping, corrected: 1.717e-03
added damping, bare contacts: 1.448e-03
added damping, Boltzmann slab: 1.766e-03
neglected: spin flips in Al change total by 0.63 %
neglected: precession in Al changes total by up to 0.93 %
neglected: transverse coherence length in F 0.434 nm
neglected: thermal energy / Fermi energy 2.22e-03
neglected: drive quantum / exchange 6.89e-06
```
